\section*{Minimum electronic conductivity of an acceptor-doped oxide under varying oxygen pressure}

\section*{Problem}

An oxide contains a density $A$ of acceptors, each carrying one negative charge. Their charge is balanced by oxygen vacancies, each carrying two positive charges. The crystal is uniform and in equilibrium with oxygen gas at pressure $P$. Let $n$, $p$ and $V$ be the densities of electrons, holes and vacancies, and $\mu_n$, $\mu_p$ the carrier mobilities, which do not depend on $P$. The carriers are dilute enough for Boltzmann statistics.

\begin{enumerate}
\item[(a)] Taking $V$ as fixed by the acceptors, find how $n$ and $p$ depend on $P$.
\item[(b)] Find the pressure $P_{\min}$ at which the electronic conductivity is least, and express the least value through the intrinsic carrier density $n_i$ and the mobilities. Find the shape of the whole curve. Is the minimum the point where $n=p$?
\item[(c)] Now let $V$ follow from charge neutrality. Which of the results survive, and can the minimum disappear?
\item[(d)] The vacancies also carry current. What happens to the minimum in the total conductivity?
\item[(e)] Evaluate the results at $T=1000$ K for the data below, and estimate how far neglected effects move them.
\end{enumerate}

Data: $A=1.0\times10^{19}$ cm$^{-3}$; $\mu_n=0.10$ and $\mu_p=0.05$ cm$^2$/Vs; gap $E_g=E_0-bT$ with $E_0=3.2$ eV and $b=6.0\times10^{-4}$ eV/K; effective density of states $N=1.0\times10^{21}$ cm$^{-3}$ in each band at 1000 K, varying as $T^{3/2}$; reduction constant $K=K_0e^{-H/kT}$ with $K_0=1.0\times10^{73}$ cm$^{-9}$ Torr$^{1/2}$ and $H=5.8$ eV; vacancy diffusivity $D_V=3.0\times10^{-6}$ cm$^2$/s. These are round model parameters in the rough regime of acceptor-doped strontium titanate.

In the algebra atomic units are used, so that $e=1$, but $e$ is kept visible so that the formulas can be evaluated in other units. The product $kT$ is an energy.

\section*{Solution}

\subsection*{(a) Carrier densities at fixed vacancy density}

When an oxygen atom leaves the lattice, it leaves a doubly charged vacancy and two electrons:
\begin{equation}
\mathrm{O_O^{\times}}\;\rightleftharpoons\;\tfrac12\mathrm{O_2}+\mathrm{V_O^{\bullet\bullet}}+2e' .
\end{equation}
For dilute defects and an ideal gas, the law of mass action reads
\begin{equation}
K=V\,n^2P^{1/2}. \label{mass}
\end{equation}
The nearly constant density of occupied oxygen sites is absorbed in $K$. The square on $n$ comes from the two electrons, and the root of $P$ from the half molecule.

Let $\zeta$ be the Fermi level measured from the valence-band edge. Boltzmann statistics gives $n=Ne^{(\zeta-E_g)/kT}$ and $p=Ne^{-\zeta/kT}$. The Fermi level cancels in the product:
\begin{equation}
np=N^2e^{-E_g/kT}=n_i^2,\qquad n_i=Ne^{-E_g/2kT}. \label{np}
\end{equation}

Charge neutrality is $2V+p=A+n$. If $n$ and $p$ are both much smaller than $A$, this reduces to $V=A/2$. Equation \eqref{mass} then gives
\begin{equation}
n=\left(\frac{K}{V}\right)^{1/2}P^{-1/4},\qquad
p=\frac{n_i^2}{n}=n_i^2\left(\frac{V}{K}\right)^{1/2}P^{1/4}. \label{quarter}
\end{equation}
More oxygen removes electrons and creates holes.

\subsection*{(b) The minimum}

The electron and hole currents add, so
\begin{equation}
\sigma=e(\mu_n n+\mu_p p).
\end{equation}
For positive $x$ and $y$, $x+y=2\sqrt{xy}+(\sqrt x-\sqrt y)^2$. With $x=\mu_n n$ and $y=\mu_p p$, the product $xy=\mu_n\mu_p n_i^2$ is independent of pressure, and
\begin{equation}
\sigma=2e\,n_i\sqrt{\mu_n\mu_p}+e\left(\sqrt{\mu_n n}-\sqrt{\mu_p p}\right)^2 . \label{square}
\end{equation}
The second term is never negative. It vanishes when $\mu_n n=\mu_p p$, that is, when both carriers contribute equally to the current. Inserting $p=n_i^2/n$ in this condition gives $n^2=n_i^2\mu_p/\mu_n$. The densities at the minimum are therefore
\begin{equation}
n_*=n_i\sqrt{\frac{\mu_p}{\mu_n}},\qquad
p_*=\frac{n_i^2}{n_*}=n_i\sqrt{\frac{\mu_n}{\mu_p}}. \label{star}
\end{equation}
By \eqref{quarter}, $n$ falls steadily from large to small values as $P$ rises, so $n_*$ is reached at one pressure. The least conductivity is
\begin{equation}
\boxed{\;\sigma_{\min}=2e\,n_i\sqrt{\mu_n\mu_p}\;} \label{smin}
\end{equation}
This is $2e$ times the intrinsic density times the geometric-mean mobility. To find the pressure, set $n=n_*$ in \eqref{mass}, solve for $P^{1/2}=K/(Vn_*^2)$ and square:
\begin{equation}
\boxed{\;P_{\min}=\left(\frac{K}{V n_*^2}\right)^2=\left(\frac{K\,\mu_n}{V\,n_i^2\,\mu_p}\right)^2\;} \label{pmin}
\end{equation}

For the whole curve, define $u=\tfrac14\ln(P/P_{\min})$. Equation \eqref{quarter} gives $n=n_*e^{-u}$ and $p=p_*e^{u}$. From \eqref{star}, $\mu_n n_*=\mu_p p_*=n_i\sqrt{\mu_n\mu_p}$. Hence
\begin{equation}
\frac{\sigma}{\sigma_{\min}}=\frac{e^{-u}+e^{u}}{2}=\cosh\left[\frac14\ln\frac{P}{P_{\min}}\right]. \label{cosh}
\end{equation}
On a logarithmic pressure axis the curve is symmetric. Far below $P_{\min}$ it follows $P^{-1/4}$, and far above it $P^{1/4}$.

The minimum is not in general the point where $n=p$. There $n=n_i$, and \eqref{mass} gives the pressure
\begin{equation}
P_{n=p}=\left(\frac{K}{Vn_i^2}\right)^2=P_{\min}\left(\frac{\mu_p}{\mu_n}\right)^2 .
\end{equation}
The conductivity at that pressure is $en_i(\mu_n+\mu_p)$. Its ratio to $\sigma_{\min}$ is $(\mu_n+\mu_p)/(2\sqrt{\mu_n\mu_p})$, the arithmetic mean of the mobilities over their geometric mean. The two points coincide when $\mu_n=\mu_p$. If electrons are the more mobile carriers, more oxygen is needed to reduce their current to that of the holes, so $P_{\min}$ lies above $P_{n=p}$.

\subsection*{(c) Vacancy density set by neutrality}

Equation \eqref{square} uses $np=n_i^2$ but not $V=A/2$. What remains to be examined is whether $n_*$ can be reached, and at what pressure. Neutrality gives
\begin{equation}
V=\frac{A+n-n_i^2/n}{2},\qquad
\frac{dV}{dn}=\frac12\left(1+\frac{n_i^2}{n^2}\right)>0. \label{vn}
\end{equation}
Since $V$ rises with $n$, the pressure from $P^{1/2}=K/(Vn^2)$ falls steadily as $n$ rises. Each allowed $n$ corresponds to one pressure, and minimising over pressure is the same as minimising over $n$. The value \eqref{smin} therefore survives, while the pressure becomes
\begin{equation}
P_{\min}=\left(\frac{K}{V_*n_*^2}\right)^2,\qquad V_*=\frac{A+n_*-p_*}{2}. \label{exactp}
\end{equation}

This requires $V_*>0$, or
\begin{equation}
A>p_*-n_*=n_i\,\frac{\mu_n-\mu_p}{\sqrt{\mu_n\mu_p}} .
\end{equation}
If $\mu_n\le\mu_p$, any positive $A$ satisfies it. If instead $A<p_*-n_*$, the vacancies run out before $n$ has fallen to $n_*$. Setting $V=0$ in \eqref{vn} and multiplying by $2n$ gives $n^2+An-n_i^2=0$, whose positive root is the limiting electron density at high pressure:
\begin{equation}
n_\infty=\frac{-A+\sqrt{A^2+4n_i^2}}{2}.
\end{equation}
The conductivity then falls towards its value at $n_\infty$, which is above $\sigma_{\min}$, and has no minimum at finite pressure. This holds within the present set of defects.

The shape \eqref{cosh} and the quarter-power slopes survive only while $n$ and $p$ are small against $A$. At very low pressure $n\gg A$, so $V\approx n/2$ and \eqref{mass} gives $n\propto P^{-1/6}$. At very high pressure the vacancies run out, $n$ tends to $n_\infty$, and the conductivity levels off.

\subsection*{(d) Current carried by vacancies}

A vacancy has charge $2e$. The Nernst--Einstein relation gives its mobility, $\mu_V=2eD_V/kT$, and its conductivity, $\sigma_{\rm ion}=2eV\mu_V$. If $V$ is strictly fixed, this is a constant background. The total minimum stays at $P_{\min}$ and has the value $\sigma_{\min}+\sigma_{\rm ion}$.

With neutrality, $2V=A+n-p$, and the total is
\begin{equation}
\sigma_{\rm tot}=e\mu_VA+e\left[(\mu_n+\mu_V)n+(\mu_p-\mu_V)p\right].
\end{equation}
For $\mu_V\ge\mu_p$ the bracket falls steadily as the pressure rises, and the total conductivity has no minimum. For $\mu_V<\mu_p$ the bracket has the form treated in (b), with mobilities $\mu_n+\mu_V$ and $\mu_p-\mu_V$. A minimum then exists if $A$ exceeds the bound found in (c), evaluated with these shifted mobilities. As long as $V$ is nearly constant, $P_{\min}\propto(\mu_n/\mu_p)^2$, so the minimum moves by the factor
\begin{equation}
\left(\frac{1+\mu_V/\mu_n}{1-\mu_V/\mu_p}\right)^2 .
\end{equation}

If $\mu_V$ is much smaller than both $\mu_n$ and $\mu_p$, and $V$ is fixed over a wide range on both sides of $P_{\min}$, the electronic minimum can be recovered from total conductivities. In the range of fixed $V$ they have the form $\sigma_{\rm tot}=\sigma_{\rm ion}+aP^{-1/4}+cP^{1/4}$. The two electronic terms are equal at $P_{\min}=(a/c)^2$, and there their sum is $\sigma_{\min}=2\sqrt{ac}$.

\subsection*{(e) Numbers at 1000 K}

With $kT=0.08617$ eV and $E_g=2.60$ eV,
\begin{equation}
n_i=10^{21}\,e^{-2.60/(2\times0.08617)}=2.81\times10^{14}\ \mathrm{cm^{-3}}.
\end{equation}
The mobility ratio is 2, so $n_*=n_i/\sqrt2=1.985\times10^{14}$ cm$^{-3}$ and $p_*=\sqrt2\,n_i=3.970\times10^{14}$ cm$^{-3}$. The reduction constant is $K=5.879\times10^{43}$ cm$^{-9}$ Torr$^{1/2}$, and $V=5.0\times10^{18}$ cm$^{-3}$. Therefore
\begin{equation}
P_{\min}=\left[\frac{5.879\times10^{43}}{5.0\times10^{18}\,(1.985\times10^{14})^2}\right]^2
=8.9\times10^{-8}\ \mathrm{Torr}=1.2\times10^{-5}\ \mathrm{Pa}.
\end{equation}
With $e=1.602\times10^{-19}$ C and the geometric-mean mobility $0.0707$ cm$^2$/Vs,
\begin{equation}
\begin{split}
\sigma_{\min}&=2(1.602\times10^{-19})(2.81\times10^{14})(0.0707)\\
&=6.4\times10^{-6}\ \mathrm{S/cm}=6.4\times10^{-4}\ \mathrm{S/m}.
\end{split}
\end{equation}

As a test, the Fermi level was found from full neutrality with Fermi integrals, and the conductivity was minimised numerically over pressure. This gave $8.9034\times10^{-8}$ Torr, against $8.9031\times10^{-8}$ Torr from \eqref{pmin}; the conductivities agree to all printed digits. The small pressure difference has the size expected from \eqref{exactp}: $V_*$ is below $A/2$ by a relative $2\times10^{-5}$, which raises the pressure by about twice that fraction.

The point $n=p$ lies at $2.2\times10^{-8}$ Torr, a quarter of $P_{\min}$, and the conductivity there is 6\% above the minimum. The minimum is broad: at $10^4P_{\min}$ the electronic conductivity is only 5.0 times $\sigma_{\min}$.

\paragraph{Range of fixed $V$.} By \eqref{vn}, the relative change of $V$ from $A/2$ is $(n-p)/A$. It reaches 1\% when the majority carrier reaches $0.01A$. With completely ionised acceptors, the quarter-power laws place these points at
\begin{equation}
P_{\min}\left(\frac{n_*}{0.01A}\right)^4=1.4\times10^{-18}\ \mathrm{Torr},\qquad
P_{\min}\left(\frac{0.01A}{p_*}\right)^4=3.6\times10^{2}\ \mathrm{Torr}.
\end{equation}

\paragraph{Light doping.} For $A=1.0\times10^{15}$ cm$^{-3}$, with the other data unchanged, $V_*=4.0\times10^{14}$ cm$^{-3}$ instead of $5.0\times10^{14}$ cm$^{-3}$. The minimum lies at 14 Torr, 1.56 times the fixed-$V$ estimate, but its value is still $6.4\times10^{-6}$ S/cm. For $A=1.0\times10^{14}$ cm$^{-3}$ the required $p_*-n_*=1.985\times10^{14}$ cm$^{-3}$ is not met. The conductivity then falls towards a limit 1.4\% above $\sigma_{\min}$.

\paragraph{Ionic background.} At the original doping, $\mu_V=7.0\times10^{-5}$ cm$^2$/Vs and $\sigma_{\rm ion}=1.1\times10^{-4}$ S/cm, which is 17.5 times $\sigma_{\min}$. With completely ionised acceptors the total minimum shifts by only 0.4\% in pressure, but it is very shallow, so any other pressure dependence of $V$ can move it far (see hole trapping below). By \eqref{cosh}, the electronic part equals the ionic part when $\cosh u=17.54$, so $|u|=3.56$ and the pressure differs from $P_{\min}$ by a factor $e^{4|u|}\approx1.5\times10^6$. Within about six decades on either side of $P_{\min}$, ionic conduction is the larger part. The result \eqref{smin} must not be read as the least total conductivity.

\paragraph{Temperature.} At fixed doping and mobilities, \eqref{pmin} gives $\ln P_{\min}=2\ln K-2\ln n_i^2+\text{constant}$. Since $n_i^2\propto T^3e^{-E_0/kT}$, with the linear part of the gap contributing a constant factor, and since $d\ln T/d(1/kT)=-kT$,
\begin{equation}
\frac{d\ln P_{\min}}{d(1/kT)}=-2H+2(E_0+3kT)=-2(H-E_0-3kT)=-4.68\ \mathrm{eV}.
\end{equation}
Going from 1000 to 1010 K raises $P_{\min}$ to $1.5\times10^{-7}$ Torr, a factor of 1.7, and $\sigma_{\min}$ to $7.8\times10^{-6}$ S/cm, a rise of 22\%.

\paragraph{Defect chemistry left out.} If a fraction $f$ of the acceptors has trapped a hole at the minimum, then $V=A(1-f)/2$ and $P_{\min}$ grows by $(1-f)^{-2}$. Raising the Fermi level ionises more acceptors, so $V$ still rises with $n$ and the argument of (c) leaves $\sigma_{\min}$ unchanged, provided that $A(1-f)>p_*-n_*$. For a trap level 0.5 eV above the valence band, with degeneracy factor 4, $f=0.05\%$ and the shift is 0.1\%. For a level at 1.0 eV, $f=15\%$ and $P_{\min}$ is multiplied by 1.38. These shifts refer to the electronic part. Trapping also makes $V$, and with it the large ionic background, fall as the pressure rises. The pressure at which $V$ is 1\% below $A/2$ drops from $3.6\times10^{2}$ Torr to $9\times10^{-3}$ Torr for the 0.5 eV level and to $1\times10^{-12}$ Torr, below $P_{\min}$, for the 1.0 eV level. The minimum of the total conductivity then lies 4\% above the electronic one in pressure for the 0.5 eV level, and about $2\times10^{4}$ times above it for the 1.0 eV level, where the three-term form of (d) no longer applies.

Vacancies may also bind to acceptors. With six neighbouring oxygen sites, a site density of $5.0\times10^{22}$ cm$^{-3}$ and an assumed binding energy of 0.30 eV, 3.7\% of the vacancies are paired. If $K$ refers to free vacancies, $P_{\min}$ rises by 8\%.

A Debye--H\"uckel estimate with relative permittivity 90 gives a screening length of 3.8 nm when both acceptors and vacancies screen. It raises $P_{\min}$ by 22\% and $n_i$, hence $\sigma_{\min}$, by 2.5\%. This estimate overlaps with pairing, so the two corrections should not be combined. Values of $K$ and $n_i$ determined at the same doping would already contain them.

\paragraph{The real case.} In acceptor-doped strontium titanate, the balance between electrons, holes and vacancies matters for resistive oxygen sensors and for the degradation of dielectrics. The data above have only the rough size appropriate to that material, and the pressure is sensitive to them: since $P_{\min}\propto K^2$, an error of 0.1 eV in $H$ alone changes it by a factor $e^{0.2/0.08617}\approx10$. The computed pressure illustrates the formulas and is not a prediction for a sample. Complete ionisation is an assumption that deep acceptors break; the 1.0 eV level shifts the electronic minimum by about 40\% in pressure, but the minimum of the total conductivity by about four decades, and it lowers the slope on the hole side from $1/4$ to about 0.18 at 1 Torr. The mobilities also need care. Interpreted as free band motion, $\mu_n$ and the band mass of 3.5 electron masses implied by $N$ would give a mean free path of 0.02 nm, shorter than a bond. That picture is therefore not justified here. The value \eqref{smin} needs only additive currents, pressure-independent mobilities and $np=n_i^2$, provided that $n_*$ can be reached. The pressure \eqref{pmin} also needs the mass-action law \eqref{mass} and the vacancy density. The remaining numerical values are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 1000 K; thermal energy: 0.08617 eV
Acceptor density: 1.00e+19 cm^-3
Fixed vacancy density: 5.00e+18 cm^-3
Gap at zero temperature in linear law: 3.20 eV
Gap slope: 6.0e-04 eV/K; gap at 1000 K: 2.60 eV
Density of states, each band: 1.00e+21 cm^-3
Electron, hole mobility: 0.100, 0.050 cm^2/(V s)
Geometric-mean mobility: 0.07071 cm^2/(V s)
Reduction prefactor: 1.0e+73 cm^-9 Torr^(1/2)
Reduction enthalpy: 5.80 eV
Reduction constant: 5.8788e+43 cm^-9 Torr^(1/2)
Intrinsic density: 2.8073e+14 cm^-3
Electron density at minimum: 1.9851e+14 cm^-3
Hole density at minimum: 3.9701e+14 cm^-3
P_min, formula: 8.9031e-08 Torr = 1.1870e-05 Pa
P_min, numerical search: 8.9034e-08 Torr
sigma_min, formula: 6.36083e-06 S/cm = 6.36083e-04 S/m
sigma_min, numerical search: 6.36083e-06 S/cm
sigma/sigma_min at 10^4 P_min, full solution: 5.049
Pressure where n = p: 2.2258e-08 Torr
sigma/sigma_min where n = p: 1.0607
One-percent vacancy window, low end: 1.38e-18 Torr
One-percent vacancy window, high end: 3.58e+02 Torr
Relative vacancy change at minimum: 2.0e-05
Light doping: 1.0e+15 cm^-3
Light doping, P_min: 13.859 Torr
Light doping, P_min over fixed-V formula: 1.557
Light doping, sigma_min: 6.36083e-06 S/cm
Unreachable case, acceptors: 1.0e+14 cm^-3
Unreachable case, needed acceptors: 1.985e+14 cm^-3
Unreachable case, limiting sigma/sigma_min: 1.0144
Trap degeneracy: 4
Trap 0.5 eV: neutral 0.00053, P_min factor 1.0011
Trap 1.0 eV: neutral 0.14824, P_min factor 1.3784
Vacancy diffusivity: 3.0e-06 cm^2/s
Vacancy mobility: 6.963e-05 cm^2/(V s)
Ionic conductivity: 1.116e-04 S/cm
Ionic over minimum electronic conductivity: 17.54
P_min factor from ionic part: 1.00419
P_min at 990 K: 5.141e-08 Torr
P_min at 1010 K: 1.524e-07 Torr
sigma_min at 990 K: 5.194e-06 S/cm
sigma_min at 1010 K: 7.760e-06 S/cm
Slope of ln P_min against 1/kT, numerical: -4.6831 eV
Slope of ln P_min against 1/kT, formula: -4.6830 eV
Relative permittivity: 90; Debye length: 3.78 nm
Debye-Hueckel factor on P_min: 1.217
Debye-Hueckel factor on n_i: 1.0249
Oxygen site density: 5.0e+22 cm^-3
Pair binding energy: 0.30 eV
Paired vacancy fraction: 0.0369
Pairing factor on P_min: 1.078
Degeneracy error in electron density: 7.0e-08
Band mass implied: 3.50 electron masses
Nominal electron mean free path: 0.0209 nm
\end{verbatim}
